# Coupled Hartree–Fock equations for nuclear spin–spin coupling, part 2

Point magnetic dipoles $\mathbf M_K$ and $\mathbf M_L$ sit at two nuclei of a molecule. The problem is to find their reduced coupling tensor $\mathcal K_{mn}=\partial^2E/\partial M_{K,m}\partial M_{L,n}$ at zero moments, without spin–orbit coupling and in a basis independent of the moments. Atomic units are used. With nuclear $g$ factors $g_K,g_L$, nuclear magneton $\mu_N$ and Planck's constant $h$, the coupling constant $J$ follows from

$$hJ=g_Kg_L\,\mu_N^2\,\tfrac13\operatorname{Tr}\mathcal K .\tag{9}$$

Let $\mathbf r_K$ be the electron position relative to nucleus $K$ at $\mathbf R_K$, $\mathbf s$ the electron spin, $g$ the electron $g$ factor and $\alpha$ the fine-structure constant. The Fermi-contact (FC) and spin-dipole (SD) operators are the two parts of

$$\tfrac g2\,\mathbf s\cdot\mathbf B_K=\sum_{c,m}s_c\,t^K_{cm}M_{K,m},\qquad t^K_{cm}=\tfrac g2\alpha^2\Big[\tfrac{8\pi}3\delta_{cm}\,\delta(\mathbf r_K)+T_{cm}(\mathbf r_K)\Big].\tag{14}$$

Here $T_{cn}=(3r_cr_n-r^2\delta_{cn})/r^5$. The paramagnetic spin–orbit (PSO) operator is $-i\sum_mw^K_mM_{K,m}$, with $\mathbf w^K=\alpha^2(\mathbf r_K\times\nabla)/r_K^3$ real and antisymmetric. The diamagnetic part $\mathcal K^{\rm DSO}$ needs only the unperturbed density.

Spin orbitals $i,j$ are occupied and $a,b$ virtual, with energies $\varepsilon_p$ and $\Delta_{ai}=\varepsilon_a-\varepsilon_i$. Integrals are $(pq|rs)=\iint\phi_p^*(1)\phi_q(1)\,r_{12}^{-1}\,\phi_r^*(2)\phi_s(2)$. A determinant with density matrix $D=D_0+D_1+D_2+\dots$ has energy

$$E[D]=\sum_{pq}h_{pq}D_{qp}+\tfrac12\sum_{pqrs}\langle pr\|qs\rangle D_{qp}D_{sr},\qquad \langle pr\|qs\rangle=(pq|rs)-(ps|rq).\tag{18}$$

The amplitudes $\kappa_{ai}$ mix $a$ into $i$. The vector $\mathbf h$ holds the elements $h^{(1)}_{ai}$ of the perturbation $h^{(1)}=\sum_\xi\lambda_\xi h^\xi$, where $\lambda_\xi$ are the moment components. Then

$$D_1=\kappa+\kappa^\dagger,\qquad D_2=\kappa\kappa^\dagger-\kappa^\dagger\kappa .\tag{20}$$

$$E_2=\boldsymbol\kappa^\dagger A\,\boldsymbol\kappa+\operatorname{Re}\big(\boldsymbol\kappa^\dagger B\,\boldsymbol\kappa^*\big),\tag{22}$$

$$A_{ai,bj}=\Delta_{ai}\delta_{ab}\delta_{ij}+\langle aj\|ib\rangle,\qquad B_{ai,bj}=\langle ab\|ij\rangle .\tag{23}$$

$$E(\boldsymbol\kappa,\lambda)=E_0+E^{\rm DSO}(\lambda)+\boldsymbol\kappa^\dagger A\boldsymbol\kappa+\operatorname{Re}(\boldsymbol\kappa^\dagger B\boldsymbol\kappa^*)+2\operatorname{Re}\boldsymbol\kappa^\dagger\mathbf h+\text{third order}.\tag{24}$$

$$A\boldsymbol\kappa+B\boldsymbol\kappa^*=-\mathbf h .\tag{25}$$

In a two-electron model with one occupied $\phi_i$, one virtual $\phi_a$, gap $\Delta$, $C=(aa|ii)$, $X=(ai|ai)$ and $\kappa_\sigma=u_\sigma+iv_\sigma$, singlet and triplet rotations have $\kappa_\downarrow=\pm\kappa_\uparrow$:

$$E_2=\begin{cases}2u^2(\Delta-C+3X)&\text{real singlet}\\ 2u^2(\Delta-C-X)&\text{real triplet}\\ 2v^2(\Delta-C+X)&\text{imaginary singlet or triplet.}\end{cases}\tag{5}$$

Perturbations $\lambda s_zt$ and $-i\lambda w$ give, respectively,

$$\frac{\partial^2E}{\partial\lambda_K\partial\lambda_L}=-\frac{t^K_{ai}\,t^L_{ai}}{\Delta-C-X}.\tag{6}$$

$$\frac{\partial^2E}{\partial\lambda_K\partial\lambda_L}=-\frac{4\,w^K_{ai}\,w^L_{ai}}{\Delta-C+X}.\tag{7}$$

In minimal-basis hydrogen, $\phi_a\phi_i$ has opposite signs at the nuclei, so the contact term is positive while $\Delta-C-X>0$. The numerical example mentioned below is $^1\mathrm H^{35}\mathrm{Cl}$ (RHF, uncontracted cc-pVDZ, 1.275 Å).

### Real and imaginary rotations separate

The reference is now taken to be a closed-shell RHF state with real spatial orbitals, each multiplied by a pure $\uparrow$ or $\downarrow$ spinor. All integrals in (23) are then real, $A$ is real and Hermitian and therefore symmetric, and $B$ is real and symmetric. With $\boldsymbol\kappa=\mathbf u+i\mathbf v$, the first term of (22) is $\mathbf u^TA\mathbf u+\mathbf v^TA\mathbf v$, because the cross terms $i\mathbf u^TA\mathbf v-i\mathbf v^TA\mathbf u$ cancel for symmetric $A$. The second is the real part of $(\mathbf u-i\mathbf v)^TB(\mathbf u-i\mathbf v)$, which is $\mathbf u^TB\mathbf u-\mathbf v^TB\mathbf v$. The perturbation term is $2(\mathbf u^T\operatorname{Re}\mathbf h+\mathbf v^T\operatorname{Im}\mathbf h)$. Thus

$$E_2=\mathbf u^T(A+B)\mathbf u+\mathbf v^T(A-B)\mathbf v,\tag{26}$$

and the real and imaginary parts of (25) are two independent real systems,

$$(A+B)\,\mathbf u=-\operatorname{Re}\mathbf h,\qquad (A-B)\,\mathbf v=-\operatorname{Im}\mathbf h .\tag{27}$$

Up to a factor of 2, $A+B$ and $A-B$ are the Hessians of the energy with respect to real and imaginary rotations. At the solution, (27) gives $E_2=-(\mathbf u^T\operatorname{Re}\mathbf h+\mathbf v^T\operatorname{Im}\mathbf h)$, so the last three terms of (24) sum to $-\operatorname{Re}\mathbf h^T(A+B)^{-1}\operatorname{Re}\mathbf h-\operatorname{Im}\mathbf h^T(A-B)^{-1}\operatorname{Im}\mathbf h$. This is a quadratic form in the $\lambda$, and since the inverses are symmetric, the mixed derivative doubles each bilinear term. Writing $\mathbf h^{K,m}$ for the operator multiplying $M_{K,m}$ and $\boldsymbol\kappa^{L,n}$ for the solution of (25) with $\mathbf h=\mathbf h^{L,n}$,

$$\mathcal K_{mn}-\mathcal K^{\rm DSO}_{mn}=2\big(\mathbf u^{L,n}\cdot\operatorname{Re}\mathbf h^{K,m}+\mathbf v^{L,n}\cdot\operatorname{Im}\mathbf h^{K,m}\big)=\operatorname{Tr}\big(h^{K,m}D_1^{L,n}\big).\tag{28}$$

The last form states that the response part of the coupling is the expectation value of the operator at $K$ in the first-order density matrix induced by the moment at $L$. It is the derivative of the Hellmann–Feynman relation $\partial E/\partial\lambda=\langle\partial h/\partial\lambda\rangle$, which holds here because the energy is stationary in $\boldsymbol\kappa$ and the basis is independent of the moments. Only the equations for one of the two nuclei need to be solved.

### Spin integration

From here $i,j,a,b$ are spatial labels and spin is written explicitly. An integral $(p\sigma\,q\sigma'|r\tau\,s\tau')$ is nonzero only for $\sigma=\sigma'$ and $\tau=\tau'$, so every nonzero element of $\langle\cdot\|\cdot\rangle$ contains an even number of $\uparrow$ labels. The pairs $(a\sigma,i\sigma')$ fall into spin-conserving pairs, $\uparrow\uparrow$ and $\downarrow\downarrow$, with an even number of $\uparrow$ labels, and spin-flip pairs, $\uparrow\downarrow$ and $\downarrow\uparrow$, with an odd number. Neither $A$ nor $B$ connects the two classes.

**Spin-conserving block.** From (18), $\langle aj\|ib\rangle=(ai|jb)-(ab|ji)$ and $\langle ab\|ij\rangle=(ai|bj)-(aj|bi)$. Let the pair $(ai)$ carry spin $\sigma$ and the pair $(bj)$ spin $\tau$. The first integral in each expression survives for all $\sigma,\tau$, while the second joins orbitals from different pairs and requires $\sigma=\tau$. For real orbitals $(ai|jb)=(ai|bj)$ and $(ab|ji)=(ab|ij)$. With $\Delta$ standing for the diagonal matrix $\Delta_{ai}\delta_{ab}\delta_{ij}$,

$$A^{\sigma\tau}_{ai,bj}=\delta_{\sigma\tau}\,[\Delta-(ab|ij)]+(ai|bj),\qquad B^{\sigma\tau}_{ai,bj}=-\delta_{\sigma\tau}\,(aj|bi)+(ai|bj).\tag{29}$$

A matrix with equal diagonal spin blocks $P$ and equal off-diagonal blocks $Q$ maps $(\mathbf x,\pm\mathbf x)$ to $((P\pm Q)\mathbf x,\pm(P\pm Q)\mathbf x)$. The upper sign defines the singlet matrices and the lower sign the triplet matrices:

$${}^1A=\Delta+2(ai|bj)-(ab|ij),\qquad {}^1B=2(ai|bj)-(aj|bi),\tag{30}$$

$${}^3A=\Delta-(ab|ij),\qquad {}^3B=-(aj|bi).\tag{31}$$

The sums and differences are

$${}^1A+{}^1B=\Delta+4(ai|bj)-(ab|ij)-(aj|bi),\tag{32}$$

$${}^3A+{}^3B=\Delta-(ab|ij)-(aj|bi),\tag{33}$$

$${}^1A-{}^1B={}^3A-{}^3B=\Delta-(ab|ij)+(aj|bi)\equiv A-B .\tag{34}$$

The singlet and triplet imaginary Hessians are the same matrix, so the label "singlet" on the Hessian used for PSO describes the perturbation and the response vector and not a distinct matrix. A rotation $(\mathbf x,\pm\mathbf x)$ has two spin components, and (26) gives

$$E_2=2\,\mathbf x^TH\,\mathbf x,\tag{35}$$

with $H$ the matching matrix among (32)–(34). For a single pair, $(ai|bj)$ and $(aj|bi)$ both reduce to $X$ and $(ab|ij)$ to $C$, and (35) reproduces (5).

The integral $(ai|bj)$ is the Coulomb interaction with a change of the charge density. From (20), the first-order density of spin $\sigma$ is $\sum_{ai}(\kappa^\sigma_{ai}+\kappa^{\sigma*}_{ai})\phi_a\phi_i=2\sum_{ai}u^\sigma_{ai}\phi_a\phi_i$. It is zero for each spin in an imaginary rotation, and the two spins cancel in the total for a real triplet rotation. Only the real singlet rotation changes the charge density, and only (32) contains the Coulomb term. In (33) and (34) the coupling between pairs is pure exchange. The two matrices differ in the sign of $(aj|bi)$ because the occupied–virtual block $D_{1,ia}=\kappa_{ai}^*$ equals $+\kappa_{ai}$ for a real rotation and $-\kappa_{ai}$ for an imaginary one.

One ordering follows in general. The difference of (32) and (33) gives $4\,\mathbf x^T(ai|bj)\mathbf x$, four times the Coulomb self-energy integral of the distribution $\sum x_{ai}\phi_a\phi_i$, which cannot be negative. Evaluating (33) on the lowest eigenvector of (32) shows that the lowest eigenvalue of ${}^3A+{}^3B$ does not exceed that of ${}^1A+{}^1B$. The difference of (34) and (33) is $2(aj|bi)$, whose diagonal elements $2(ai|ai)$ are positive, but this argument does not make the whole matrix positive, and no general ordering of (33) and (34) is claimed.

**Spin-flip block.** Label the pair $(a\uparrow,i\downarrow)$ as type 1 and $(a\downarrow,i\uparrow)$ as type 2. Every integral with $a$ and $i$ on the same electron now vanishes, which removes $(ai|jb)$ and $(ai|bj)$. In $A$ the remaining integral $-(ab|ji)$ requires $a$ and $b$ to have the same spin, which holds only for pairs of the same type. In $B$ the remaining integral $-(aj|bi)$ requires $a$ and $j$ to have the same spin, which holds only for pairs of opposite type. In the basis (type 1, type 2),

$$A=\begin{pmatrix}{}^3A&0\\0&{}^3A\end{pmatrix},\qquad B=\begin{pmatrix}0&{}^3B\\{}^3B&0\end{pmatrix}.\tag{36}$$

The spin-orbital matrix $A+B$ acts as ${}^3A+{}^3B$ on vectors $(\mathbf x,\mathbf x)$. The spin-orbital matrix $A-B$ has off-diagonal blocks $-{}^3B$, and on vectors $(\mathbf x,-\mathbf x)$ it acts as ${}^3A-{}^3B\cdot(-1)={}^3A+{}^3B$.

### Assembling the tensor

Each operator now selects one block. Let $\mathbf t$ be the vector of elements $t_{ai}=\langle a|t|i\rangle$ of one of the real functions in (14), and $\mathbf w$ the vector of elements $\langle a|w|i\rangle$.

The operator $s_zt$ has spin-conserving elements $(\tfrac12\mathbf t,-\tfrac12\mathbf t)$, a real triplet vector. The first equation of (27) gives $\mathbf u=(\tfrac12\mathbf U,-\tfrac12\mathbf U)$ with $({}^3A+{}^3B)\mathbf U=-\mathbf t$. In (28) the probe $s_zt^K$ yields $2\cdot2\cdot\tfrac14\,\mathbf U^L\cdot\mathbf t^K=\mathbf U^L\cdot\mathbf t^K$, where the factors come from (28), from the two spin components, and from the two spin factors $\tfrac12$.

The operator $s_xt$ has $\langle\uparrow|s_x|\downarrow\rangle=\langle\downarrow|s_x|\uparrow\rangle=\tfrac12$, so its spin-flip elements are $(\tfrac12\mathbf t,\tfrac12\mathbf t)$. They are real and symmetric in type, so by (36) the solution is $\mathbf u=(\tfrac12\mathbf U,\tfrac12\mathbf U)$ with the same $\mathbf U$, and the probe $s_xt^K$ again yields $\mathbf U^L\cdot\mathbf t^K$.

The operator $s_yt$ has $\langle\uparrow|s_y|\downarrow\rangle=-\tfrac i2$ and $\langle\downarrow|s_y|\uparrow\rangle=+\tfrac i2$, so $\operatorname{Im}\mathbf h=(-\tfrac12\mathbf t,\tfrac12\mathbf t)$ and $\operatorname{Re}\mathbf h=0$. The second equation of (27) applies, but on a vector antisymmetric in type, where the spin-orbital $A-B$ acts as ${}^3A+{}^3B$. The solution is $\mathbf v=(-\tfrac12\mathbf U,\tfrac12\mathbf U)$, and the probe $s_yt^K$ yields $\mathbf U^L\cdot\mathbf t^K$ once more. The word "real" in "real triplet Hessian" therefore refers to the spatial factor of the operator. The agreement among $x$, $y$ and $z$ is required by the invariance of the field-free Hamiltonian and of the closed-shell reference under spin rotations.

The operator $-iw$ has spin-conserving elements with $\operatorname{Im}\mathbf h=(-\mathbf w,-\mathbf w)$, an imaginary singlet vector. The solution is $\mathbf v=(\mathbf V,\mathbf V)$ with $(A-B)\mathbf V=\mathbf w$, and the probe $-iw^K$ yields $2\cdot2\cdot\mathbf V^L\cdot(-\mathbf w^K)=-4\,\mathbf w^K\cdot\mathbf V^L$.

The four responses occupy mutually orthogonal sectors: real conserving ($s_z$), real flip ($s_x$), imaginary flip ($s_y$) and imaginary conserving (PSO). In (28) a probe from one sector has zero product with a response from another. Different spin components do not interfere, and no cross term between PSO and FC or SD exists at this level. Spin–orbit coupling in the field-free Hamiltonian would make the spin orbitals complex mixtures of $\uparrow$ and $\downarrow$, invalidate (26), (29) and (36), and leave only the general equations (25).

Written out, the working equations for nucleus $L$ are

$$\Delta_{ai}U_{ai}-\sum_{bj}\big[(ab|ij)+(aj|bi)\big]U_{bj}=-\langle a|t^L_{cn}|i\rangle,\tag{37}$$

$$\Delta_{ai}V_{ai}-\sum_{bj}\big[(ab|ij)-(aj|bi)\big]V_{bj}=\langle a|w^L_n|i\rangle .\tag{38}$$

The sums are the exchange potentials generated by a symmetric and by an antisymmetric first-order density matrix. Equation (37) is needed for one contact function and, since $T$ is symmetric and traceless, for five independent dipolar functions; equation (38) is needed for three components. Summing over the spin direction $c$ in (14), the coupling tensor is

$$\mathcal K_{mn}=\mathcal K^{\rm DSO}_{mn}-\sum_c\mathbf t^K_{cm}\cdot({}^3A+{}^3B)^{-1}\mathbf t^L_{cn}-4\,\mathbf w^K_m\cdot(A-B)^{-1}\mathbf w^L_n ,\tag{39}$$

which reduces to (6) and (7) for a single pair.

Splitting $t$ into its two parts divides the middle term into four. Let $\mathbf d^K$ be the vector of elements $\phi_a(\mathbf R_K)\phi_i(\mathbf R_K)$, $\mathbf T^K_{cm}$ that of the dipolar function, $G=({}^3A+{}^3B)^{-1}$ and $\beta=\tfrac g2\alpha^2$. The Kronecker symbols in the contact part remove the sum over $c$:

$$\mathcal K^{\rm FC}_{mn}=-\beta^2\big(\tfrac{8\pi}3\big)^2\delta_{mn}\;\mathbf d^K\cdot G\,\mathbf d^L,\qquad \mathcal K^{\rm SD}_{mn}=-\beta^2\sum_c\mathbf T^K_{cm}\cdot G\,\mathbf T^L_{cn},\tag{40}$$

$$\mathcal K^{\rm FC\text{-}SD}_{mn}=-\beta^2\,\tfrac{8\pi}3\big[\mathbf d^K\cdot G\,\mathbf T^L_{mn}+\mathbf T^K_{nm}\cdot G\,\mathbf d^L\big].\tag{41}$$

The contact term is isotropic. Each half of the cross term (41) inherits the zero trace of $T$, so it does not enter $J$ in (9) and appears only in the anisotropy. None of the terms has a fixed sign for $K\neq L$, because a positive-definite matrix evaluated between two different vectors can give either sign.

### Limits and failure

If the exchange sums in (37) and (38) are dropped, both Hessians become $\Delta$ and (39) turns into the uncoupled sum over orbital pairs with orbital-energy denominators. This neglects the attraction $(aa|ii)$ on the diagonal, together with the other exchange integrals; in the example below these terms bring the lowest eigenvalues of (33) and (34) to less than half of the smallest $\Delta_{ai}$. In Kohn–Sham theory with a functional of the spin densities and their gradients only, and no exact exchange, an imaginary rotation changes neither spin density at first order, so the Kohn–Sham potential does not respond and the PSO equation is uncoupled, while the triplet equation keeps an exchange–correlation response to the induced spin density.

In the spin-flip block (36), both $A+B$ and $A-B$ act as ${}^3A+{}^3B$ or ${}^3A-{}^3B$ on vectors symmetric or antisymmetric in type, so no matrix beyond (32)–(34) occurs. With (35), the second-order energy is therefore positive for every rotation exactly when (32), (33) and (34) are positive definite. The reference is then a local minimum among all determinants, and a negative eigenvalue of any of the three makes it a saddle point. For (33) the neighbouring states are spin-polarized unrestricted determinants, and for (34) they are determinants with complex orbitals. Expanding in normalized eigenvectors, $({}^3A+{}^3B)\mathbf x_k=\omega_k\mathbf x_k$, the contact term becomes

$$\mathcal K^{\rm FC}_{mn}=-\beta^2\big(\tfrac{8\pi}3\big)^2\delta_{mn}\sum_k\frac{(\mathbf d^K\cdot\mathbf x_k)(\mathbf x_k\cdot\mathbf d^L)}{\omega_k}.\tag{42}$$

As an eigenvalue $\omega_k$ approaches zero, the term $k$ diverges, provided the mode has nonzero spin density at both nuclei; in a linear molecule this requires a mode of $\sigma$ type, unchanged by rotations about the axis and by reflections in planes containing it. Such a mode may be odd under inversion, as the product $\phi_a\phi_i$ of the hydrogen model is. The SD term behaves in the same way for modes that overlap the dipolar vectors. The PSO and DSO terms do not contain $G$ and stay finite at a triplet instability unless $A-B$ becomes singular as well. Beyond the instability (39) is still the second derivative at the RHF stationary point, but that point is a saddle, and the number does not describe the response of the lowest determinant. In the two-orbital model, stretching a bond lowers $\Delta-C$ relative to $X$, and the denominator $\Delta-C-X$ of (6) reaches zero while that of (7) is still $2X$. The pole at this finite bond length belongs to the single-determinant description: exact second-order perturbation theory has true excitation energies in its denominators, and these vanish only where an excited state becomes degenerate with the ground state. In the hydrogen model the exact singlet–triplet gap is still open where $\Delta-C-X$ vanishes, so the exact contact term passes that point finite and positive. It grows without bound only towards dissociation, where that gap itself closes.

The coupling tensor (39) is now established, with ${}^3A+{}^3B$ governing the FC and SD terms and $A-B$ the PSO term, together with its behaviour near a triplet instability. What remains is to test these results numerically on hydrogen chloride.
